\section*{Why a Cell with Zero Madelung Constant Still Leaves an Energy Error}

\section*{Question}

An ion of charge $q$ is computed in a periodic vacuum cell with edges $(a,a,c)$ and a uniform neutralizing background. The ratio $c/a$ can be chosen so that the Madelung constant $\alpha$ vanishes, and with it the error $-q^2\alpha/(2a)$. Why does a spherical ion then still have the energy error $2\pi qQ/(3V)$, and at what ratio does this happen?

\section*{Answer}

\subsection*{The mechanism}

The Madelung constant measures the potential of the images and the background at a single point, the site of the ion. An ion of finite size also samples the potential around that point. There the potential is curved, because the ion sits inside the background charge. By Poisson's equation the Laplacian of this potential depends on the local background density alone, hence on $V$ and not on the shape of the cell. The images lie outside the ion, so their potential is harmonic there, and its average over a sphere equals its value at the centre. At fixed volume, a change of $c/a$ therefore moves the value at the site and the harmonic part, but leaves the curvature that a spherical ion feels.

\subsection*{The formula}

Hartree atomic units are used. Let $\rho(\mathbf r)$ be the charge density of one ion, nuclei counted positive and electrons negative, with
\begin{equation}
q=\int\rho\,d^3r,\qquad Q=\int r^2\rho\,d^3r,\qquad V=a^2c .
\end{equation}
For now $\rho$ is rigid and spherical, and any two of its points are closer together than the shortest lattice vector $T_{\min}$. The cell average of the electrostatic potential is set to zero, as happens when the $\mathbf G=0$ term is dropped.

Let $\psi$ be the zero-average potential of a unit point charge, its images and the background:
\begin{equation}
\nabla^2\psi=-4\pi\Big[\sum_{\mathbf T}\delta(\mathbf r-\mathbf T)-\frac1V\Big].
\end{equation}
The ions produce $\phi(\mathbf r)=\int\rho(\mathbf r')\psi(\mathbf r-\mathbf r')\,d^3r'$. The background adds nothing to the energy per cell, because it multiplies the average of $\phi$, which is zero. Hence
\begin{equation}
E_{\rm per}-E_{\rm iso}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r',\qquad w(\mathbf s)=\psi(\mathbf s)-\frac1s .
\label{eq:w}
\end{equation}
The infinite self-energy of a point nucleus cancels in this difference, and so do the kinetic and exchange-correlation energies of the rigid ion.

Subtracting $1/s$ removes the delta function at the origin, so $\nabla^2w=4\pi/V$ for $s<T_{\min}$. Since $\nabla^2s^2=6$, a particular solution is $(4\pi/V)s^2/6$, and
\begin{equation}
w(\mathbf s)=\xi+\frac{2\pi}{3V}s^2+h(\mathbf s),\qquad \nabla^2h=0,\quad h(0)=0,\quad \xi=w(0)=-\frac{\alpha}{a}.
\label{eq:expand}
\end{equation}
The three parts enter Eq.~(\ref{eq:w}) as follows.
\begin{itemize}
\item The constant gives $q^2\xi/2$.
\item The harmonic part gives zero. By the mean-value theorem, the average of $h(\mathbf r-\mathbf r')$ over the directions of $\mathbf r$ is $h(-\mathbf r')$, and the average of this over the directions of $\mathbf r'$ is $h(0)=0$.
\item For the quadratic part, with dipole $\mathbf p=\int\mathbf r\rho\,d^3r=0$,
\begin{equation}
\iint\rho\rho'\,(r^2-2\mathbf r\cdot\mathbf r'+r'^2)\,d^3r\,d^3r'=Qq-2p^2+qQ=2qQ .
\end{equation}
\end{itemize}
With the prefactors $\tfrac12$ and $2\pi/(3V)$ this becomes
\begin{equation}
E_{\rm per}-E_{\rm iso}=\frac{q^2\xi}{2}+\frac{2\pi qQ}{3V}.
\label{eq:main}
\end{equation}
No higher power of $1/V$ was dropped. At $\xi=0$ the second term is the whole error of the rigid ion, and it must be subtracted from $E_{\rm per}$. A point charge has $Q=0$ and no error. If the electrons make $Q$ negative, the periodic energy is too low for a cation and too high for an anion.

The error has two equal halves. Integrating $w$ over one density gives the change of potential inside the ion,
\begin{equation}
\phi_{\rm per}-\phi_{\rm iso}=q\xi+\frac{2\pi}{3V}\,(qr^2+Q)+\text{harmonic part},
\end{equation}
where the harmonic part vanishes at the site. Multiplied by $\rho/2$ and integrated, $qr^2$ and $Q$ each give $\pi qQ/(3V)$. The first is the curvature due to the background. The second is a uniform shift due to the zero-average convention. At small $G$ the form factor is $\rho(G)=q-QG^2/6+\dots$, so $\phi_{\rm iso}-q/r$ has the space integral $4\pi(-Q/6)=-2\pi Q/3$. Setting the cell average to zero adds $2\pi Q/(3V)$ to the potential to compensate, which lowers it when $Q$ is negative.

\subsection*{The ratio}

To compute $\xi$, each point charge is split into a Gaussian cloud and a remainder whose potential is $\operatorname{erfc}(\eta r)/r$. The remainders are summed in real space and the clouds in reciprocal space. The real-space part has the cell average $(4\pi/V)\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\pi/(\eta^2V)$, which is subtracted. At the site, removing $1/r$ from the ion's own term leaves $-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Thus
\begin{equation}
\xi=\sum_{\mathbf T\ne0}\frac{\operatorname{erfc}(\eta T)}{T}+\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2V}.
\end{equation}
The cube gives $\alpha=2.837297$. A scan of 60 ratios from 0.2 to 8 shows two sign changes, and root finding places them at
\begin{equation}
c/a=3.72447865\qquad\text{and}\qquad c/a=0.24015651 .
\end{equation}
At equal volume the tall cell leaves more room: its shortest edge is $0.645\,V^{1/3}$, against $0.386\,V^{1/3}$ in the flat one.

The tall root can be found by a second route. The lattice is a stack of square layers. Let each layer be neutralized by a uniform sheet of density $-1/a^2$, and add sheets of density $+1/a^2$ to restore the original charge. The added sheets and the volume background give, for $0\le z\le c$, the zero-average potential
\begin{equation}
\frac{2\pi}{a^2c}\Big[\Big(z-\frac c2\Big)^2-\frac{c^2}{12}\Big],
\end{equation}
which at $z=0$ equals $\frac{2\pi}{a^2c}\cdot\frac{c^2}{6}=\pi c/(3a^2)$. The other neutralized layers contribute about $(8/a)e^{-2\pi c/a}$, which is negligible here.

The site's own layer gives a constant $C/a$. For $a=1$, write $1/R=\pi^{-1/2}\int_0^\infty t^{-1/2}e^{-tR^2}dt$. The sheet contributes $-\int e^{-tR^2}d^2R=-\pi/t$, so
\begin{equation}
C=\frac1{\sqrt\pi}\int_0^\infty t^{-1/2}\Big[\sum_{\mathbf R\ne0}e^{-tR^2}-\frac{\pi}{t}\Big]dt .
\end{equation}
For $s>1$, $\sum_{\mathbf R\neq0}R^{-2s}=\Gamma(s)^{-1}\int_0^\infty t^{s-1}\sum_{\mathbf R\ne0}e^{-tR^2}dt$. To continue this to $0<s<1$, subtract $\pi/t$ on $0<t<1$ and add back $\int_0^1\pi t^{s-2}dt=\pi/(s-1)$. For $s<1$ this number equals $-\int_1^\infty\pi t^{s-2}dt$, so $\pi/t$ ends up subtracted on the whole axis. $C$ is therefore the continued lattice sum at $s=\tfrac12$. Jacobi's two-square theorem factorizes that sum as $4\zeta(s)\beta(s)$, with $\beta(s)=\sum_{n\ge0}(-1)^n(2n+1)^{-s}$. Hence
\begin{equation}
a\xi\simeq4\zeta(\tfrac12)\beta(\tfrac12)+\frac{\pi c}{3a}=-3.900265+\frac{\pi c}{3a},
\end{equation}
which vanishes at $c/a=3\times3.900265/\pi=3.72448$. To eight decimals the closed form gives 3.72447865, the same as the Ewald sum.

\subsection*{The number for a silicon ion}

The free Si$^{2+}$ ion has a closed $3s^2$ shell and is spherical. A non-relativistic all-electron PBE calculation in a Gaussian basis gives $Q=-11.753\ e\,\mathrm{bohr}^2$. Changes of the basis (spacing, diffuse range, $f$ functions) and of the mesh shift this by up to about $0.01$, or 0.1\%. Further digits below serve only to compare the formula with the direct sum for the same density. For $a=16$ bohr, $c=59.59$ bohr and $V=15255.5$ bohr$^3$, so
\begin{equation}
\frac{2\pi qQ}{3V}=\frac{2\pi\times2\times(-11.753)}{3\times15255.5}=-0.003227\ \text{Ha}=-0.088\ \text{eV}.
\end{equation}

This can be compared with a calculation that makes no expansion in $r^2$. Inserting the Ewald form of $w$ into Eq.~(\ref{eq:w}), and dropping the short-range image terms, which are negligible for the damping used, gives
\begin{equation}
\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}\rho(G)^2}{G^2}-\frac1\pi\int_0^\infty e^{-G^2/4\eta^2}\rho(G)^2\,dG-\frac{\pi q^2}{2\eta^2V},
\end{equation}
with $\rho(G)$ the form factor of the computed ion. The result is $-0.0032270$ Ha, equal to the formula in every printed digit. The potential at the site shifts by $-0.0016135$ Ha$/e$, which is $2\pi Q/(3V)$. In a cube of the same volume the Madelung term is $-0.2288$ Ha, and what remains after its removal is again $-0.0032270$ Ha. The special shape removes the large term and leaves the small one untouched.

The error falls as $1/V$: it is $-0.208$ eV at $a=12$ bohr and $-0.045$ eV at $a=20$ bohr. The ratio must also be set precisely. With $c/a=3.72$ at $a=16$ bohr, a Madelung term of $-5.9\times10^{-4}$ Ha returns, 18\% of the $Q$ term.

\subsection*{Where the formula stops}

\paragraph{Relaxing electrons.} Let $\mathbf s\cdot M\mathbf s$ be the full quadratic part of $w$, including the quadrupolar piece of $h$, so that $\operatorname{tr}M=2\pi/V$. For an ion with inversion symmetry it contributes $q\operatorname{tr}(MQ_2)$, with $(Q_2)_{ij}=\int x_ix_j\rho\,d^3r$. This is linear in the electron density, so each electron feels the potential energy $-q\,\mathbf r\cdot M\mathbf r$. To first order the energy change is the $Q$ term. Relaxation can only lower the energy below this first-order value, at leading order by an amount quadratic in $M$, hence proportional to $V^{-2}$ at fixed shape.

Self-consistent calculations in this potential, with basis functions localized on the ion and harmonics of $l\ge4$ left out, give $-2.96\times10^{-4}$, $-5.27\times10^{-5}$ and $-1.38\times10^{-5}$ Ha at $a=12$, 16 and 20 bohr. These are 3.9\%, 1.6\% and 0.8\% of the $Q$ term. The ratio of the last two is 3.815, as $V^{-2}$ requires. A change of basis that adds $f$ and $g$ functions shifts the tall-cell values at $a=12$ and 16 bohr by about 0.2\%, and the cube value below by about 0.5\%. The omitted $l=4$ harmonics act in two ways. At $a=12$ bohr their field on the electrons enlarges the relaxation energy by about 0.4\%, and the coupling of the induced quadrupole to those of the images reduces it by about 0.16\%. The net change is about 0.3\%, and below 0.1\% at $a=16$ bohr. The cube of equal volume to $a=16$ bohr gives $-2.0\times10^{-6}$ Ha, some 26 times less. Its $M$ is isotropic, whereas the tall cell also has a quadrupolar field. In second order the two parts act separately on a spherical ion, so nearly all the relaxation in the tall cell comes from that field.

\paragraph{Non-spherical ions.} The quadrupolar field then acts already at order $1/V$. For an ion with inversion symmetry the term is $q\operatorname{tr}(MQ_2)$; a dipole $\mathbf p$ about the site would add $-\mathbf p\cdot M\mathbf p$. In the tall cell $a^3M_{xx}=a^3M_{yy}=2.2584$ and $a^3M_{zz}=-2.8298$. For a Gaussian ion with widths $0.02a$ along $x$ and $y$ and $0.03a$ along $z$, in units of $q^2/a$,
\begin{equation}
2(2.2584)(0.02)^2-2.8298\,(0.03)^2=-7.40\times10^{-4}.
\end{equation}
The full reciprocal sum gives $-7.37\times10^{-4}$, while $2\pi qQ/(3V)$ alone would give $+9.56\times10^{-4}$. Even the sign would be wrong.

\paragraph{Overlapping tails.} Two Gaussian ions of width $\sigma$ at distance $T$ interact as $q^2\operatorname{erf}(T/2\sigma)/T$ instead of $q^2/T$. This adds $-\frac{q^2}2\sum_{\mathbf T\ne0}\operatorname{erfc}(T/2\sigma)/T$ to the energy per cell. In the tall cell it is $-1.2\%$ of the $Q$ term at $\sigma=0.2a$ and negligible at $\sigma=0.05a$.

\paragraph{The real ion.} The silicon figures describe a PBE ion without relativity. Both approximations affect the error through the density, that is, through $Q$ and the response; their size was not computed. The value of $Q$ is also an all-electron one. A pseudopotential code usually keeps the finite $\mathbf G=0$ part of the local pseudopotential. If the energy contains this part multiplied by the actual number of electrons, the $Q$ to use is that of the valence electrons around a point-like core. If it is multiplied by the valence charge $Z$ of the neutral atom instead, the energy carries an extra $(q/V)\int(V_{\rm loc}+Z/r)\,d^3r$, so the convention of the code must be known. For Si$^{2+}$ the ten core electrons contribute about $-3.0\ e\,\mathrm{bohr}^2$, which leaves about $-8.8\ e\,\mathrm{bohr}^2$ for the valence shell; pseudo-densities give values from about $-8.8$ to $-8.9$, depending on the pseudopotential. The all-electron value would overcorrect such a calculation by about a third. Subtracting the terms of Eq.~(\ref{eq:main}) removes the cell error of a rigid spherical ion. The relaxation energy given above remains, and so does the error of the functional. The numerical output follows.

\section*{Computed results}
\begin{verbatim}
cubic Madelung constant alpha: 2.837297
c/a with alpha = 0, tall cell: 3.72447865
same, layer closed form: 3.72447865
c/a with alpha = 0, flat cell: 0.24015651
square-layer constant: -3.900265
tall cell, a^3 M_xx: 2.25841
tall cell, a^3 M_zz: -2.82981
tall cell, V tr M / (2 pi): 1.000000
Gaussian sigma/a=0.05: penetration/(Q term) = -9.90e-43
Gaussian sigma/a=0.2: penetration/(Q term) = -1.21e-02
oblong Gaussian widths / a: 0.02 (x, y), 0.03 (z)
oblong error, direct (q^2/a): -7.372549e-04
oblong error, q tr(M Q2) (q^2/a): -7.401079e-04
oblong, 2 pi q Q/(3V) alone (q^2/a): 9.559651e-04
Si2+ charge q: 2 e
Si2+ Q: -11.75261 e bohr^2
shift of Q, finer basis and mesh: 3.5e-03 e bohr^2
a = 12 bohr, c = 44.6937 bohr, V = 6435.9 bohr^3
  2 pi q Q/(3V): -0.0076492 Ha = -0.2081 eV
  direct image energy: -0.0076492 Ha
  site-potential shift: -0.0038246 Ha/e
  relaxation energy: -2.961e-04 Ha
a = 16 bohr, c = 59.5917 bohr, V = 15255.5 bohr^3
  2 pi q Q/(3V): -0.0032270 Ha = -0.0878 eV
  direct image energy: -0.0032270 Ha
  site-potential shift: -0.0016135 Ha/e
  relaxation energy: -5.268e-05 Ha
a = 20 bohr, c = 74.4896 bohr, V = 29795.8 bohr^3
  2 pi q Q/(3V): -0.0016522 Ha = -0.0450 eV
  direct image energy: -0.0016522 Ha
  site-potential shift: -0.0008261 Ha/e
  relaxation energy: -1.381e-05 Ha
relaxation ratio, a = 16 to 20: 3.815
ratio expected from V^-2: 3.815
shift of relaxation, finer, a = 16: 2.7e-08 Ha
cube of equal volume (a = 16 case), edge: 24.8013 bohr
  Madelung term: -0.2288020 Ha
  direct minus Madelung: -0.0032270 Ha
  relaxation energy: -2.049e-06 Ha
Madelung term left at c/a = 3.72, a = 16: -5.863e-04 Ha
\end{verbatim}
